# Second-order induction and dispersion energies of two molecules without exchange

Let each of two molecules carry one charge \(q\) of unit mass on a spring, with displacements \(x_A,x_B\) along the line joining them and frequencies \(\omega_A,\omega_B\). Each also has a permanent dipole \(m_A\) or \(m_B\) along that line. Hartree atomic units are used, so \(\hbar=e=m_e=4\pi\varepsilon_0=1\). Two collinear dipoles at distance \(R\) interact with energy \(-2/R^3\) times their product. With \(c=-2/R^3\),

\[
V=c(m_A+qx_A)(m_B+qx_B)=c\,m_Am_B+c\,m_B\,qx_A+c\,m_A\,qx_B+c\,q^2x_Ax_B .
\]

An oscillator's displacement connects its ground state to its first excited state alone, with \(|\langle1|x|0\rangle|^2=1/(2\omega)\). The second term of \(V\) therefore excites A, the third excites B and the fourth excites both. Second-order perturbation theory divides each squared matrix element by the excitation energy and changes the sign. The static polarizability is \(\alpha=q^2/\omega^2\), because a field \(F\) displaces the charge by \(qF/\omega^2\), so \(q^2/(2\omega)=\alpha\omega/2\) and

\[
E^{(2)}=-\tfrac12\alpha_A(cm_B)^2-\tfrac12\alpha_B(cm_A)^2-\frac{c^2\alpha_A\alpha_B}{4}\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}.
\]

The first two terms are induction: one molecule is polarized by the permanent dipole of the other. The last is dispersion, which survives when both permanent dipoles vanish. For that case and equal frequencies the problem can be solved in closed form. The combinations \((x_A\pm x_B)/\sqrt2\) have frequencies \(\omega\sqrt{1\pm c\alpha}\), and the change in zero-point energy is

\[
\tfrac12\omega\left(\sqrt{1+c\alpha}+\sqrt{1-c\alpha}\right)-\omega=-\tfrac18\,\omega c^2\alpha^2+O(c^4),
\]

which is the last term of \(E^{(2)}\) at \(\omega_A=\omega_B\).

The same division holds for two precursor molecules with any number of electrons. Let their nuclei be fixed, their eigenfunctions real and their ground states nondegenerate. Assign electrons \(i\) to A and \(j\) to B. The wavefunction is antisymmetric among the electrons of A and among those of B, but not under a swap between the molecules. This is the meaning of "without exchange". Write \(H=H_A+H_B+\lambda V\), with \(\lambda=1\) at the end, and let \(\mu\) and \(\nu\) label the nuclei of A and B:

\[
V=\sum_{\mu\nu}\frac{Z_\mu Z_\nu}{R_{\mu\nu}}-\sum_{i\nu}\frac{Z_\nu}{|\mathbf r_i-\mathbf R_\nu|}-\sum_{j\mu}\frac{Z_\mu}{|\mathbf r_j-\mathbf R_\mu|}+\sum_{ij}\frac1{|\mathbf r_i-\mathbf r_j|}.
\]

The operators \(H_A\) and \(H_B\) act on different electrons. If \(H_A|a\rangle=E_a|a\rangle\) and \(H_B|b\rangle=E_b|b\rangle\), the product \(|ab\rangle\) is therefore an eigenstate of \(H_0=H_A+H_B\) with energy \(E_a+E_b\). These products form a complete orthonormal set, where sums over states include integrals over the continuum. Products antisymmetrized over all electrons are not eigenstates of \(H_0\), which treats the two groups of electrons differently, and they are not orthogonal where the molecules overlap. That is why exchange needs a separate treatment.

Expand \(\Psi=|00\rangle+\lambda\Psi_1+\lambda^2\Psi_2+\dots\) and \(E=E_{00}+\lambda E^{(1)}+\lambda^2E^{(2)}+\dots\), with every correction orthogonal to \(|00\rangle\). The first two orders of the Schrödinger equation are

\[
(H_0-E_{00})\Psi_1=(E^{(1)}-V)|00\rangle,
\]
\[
(H_0-E_{00})\Psi_2=(E^{(1)}-V)\Psi_1+E^{(2)}|00\rangle .
\]

Projection on \(\langle00|\) makes the left sides vanish and gives \(E^{(1)}=\langle00|V|00\rangle\) and \(E^{(2)}=\langle00|V|\Psi_1\rangle\). Projection of the first equation on another product state gives its coefficient in \(\Psi_1\). With \(\omega_a=E_a-E_0\) in A and \(\omega_b\) defined likewise in B,

\[
\langle ab|\Psi_1\rangle=-\frac{\langle ab|V|00\rangle}{\omega_a+\omega_b},\qquad
E^{(2)}=-\sum_{ab\neq00}\frac{|\langle ab|V|00\rangle|^2}{\omega_a+\omega_b}.
\]

The sum leaves out the one state in which both molecules are in their ground states. Let \(P_A=|0\rangle\langle0|\) act on A, let \(Q_A=1-P_A\), and define \(P_B,Q_B\) likewise. Then

\[
1-P_AP_B=(P_A+Q_A)(P_B+Q_B)-P_AP_B=Q_AP_B+P_AQ_B+Q_AQ_B .
\]

The three projectors have orthogonal ranges, and \(H_0\) does not connect them. The second-order energy is therefore a sum of three parts without cross terms:

\[
E^{(2)}=E_{\rm ind}(A)+E_{\rm ind}(B)+E_{\rm disp},
\]
\[
E_{\rm ind}(A)=-\sum_{a\ne0}\frac{|\langle a0|V|00\rangle|^2}{\omega_a},\qquad
E_{\rm disp}=-\sum_{a\ne0}\sum_{b\ne0}\frac{|\langle ab|V|00\rangle|^2}{\omega_a+\omega_b},
\]

and \(E_{\rm ind}(B)\) follows by exchanging the roles of the molecules. No part can be positive, because both molecules start in their ground states and all denominators are positive. The excited states are components of the perturbed ground state; no molecule absorbs energy and stays excited.

The parts do mix in the next order. Projecting the third-order equation on \(\langle00|\) gives \(E^{(3)}=\langle00|V|\Psi_2\rangle\), just as in second order. The first-order equation replaces \(V|00\rangle\) by \(E^{(1)}|00\rangle-(H_0-E_{00})\Psi_1\), and since \(\Psi_2\) is orthogonal to \(|00\rangle\), \(E^{(3)}=-\langle\Psi_1|H_0-E_{00}|\Psi_2\rangle\). Inserting the second-order equation gives

\[
E^{(3)}=\langle\Psi_1|V-E^{(1)}|\Psi_1\rangle .
\]

This contains elements such as \(\langle a0|V|0b\rangle\), through which the distortion of one molecule acts on that of the other. In second-order induction each molecule responds to an undistorted partner.

The matrix elements show what each part means. Define the transition density \(\rho_{0a}(\mathbf r)=\langle0|\sum_i\delta(\mathbf r-\mathbf r_i)|a\rangle\), a number density of electrons. Its integral is the number of electrons times \(\langle0|a\rangle\), hence zero for \(a\ne0\). Let \(n_B=\rho^B_{00}\) be the ground-state density of B. In \(\langle a0|V|00\rangle\), the nuclear repulsion and the attraction of B's electrons to A's nuclei do not act on A's electrons, so both are multiplied by \(\langle a|0\rangle=0\). The other two terms give

\[
\langle a0|V|00\rangle=\int\rho_{0a}(\mathbf r)\,\Omega_B(\mathbf r)\,d\mathbf r,\qquad
\Omega_B(\mathbf r)=-\sum_\nu\frac{Z_\nu}{|\mathbf r-\mathbf R_\nu|}+\int\frac{n_B(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r' .
\]

\(\Omega_B\) is the potential energy of an electron in the static charge distribution of B. Thus \(E_{\rm ind}(A)\) is the second-order energy of molecule A with Hamiltonian \(H_A+\lambda\sum_i\Omega_B(\mathbf r_i)\). Its own first-order correction is \(\psi_1=-\sum_a(v_a/\omega_a)|a\rangle\), with \(v_a=\langle a0|V|00\rangle\). The distortion changes the energy in the field by \(2\langle0|\sum_i\Omega_B|\psi_1\rangle=-2\sum_av_a^2/\omega_a=2E_{\rm ind}(A)\). It costs \(\langle\psi_1|H_A-E_0|\psi_1\rangle=\sum_av_a^2/\omega_a=-E_{\rm ind}(A)\) inside the molecule. Half of the gain pays for the distortion, which is the origin of the factor \(\tfrac12\) in the oscillator result.

When both molecules are excited, every term of \(V\) that acts on the electrons of at most one molecule contains \(\langle a|0\rangle\) or \(\langle b|0\rangle\) and vanishes. The electron repulsion remains:

\[
\langle ab|V|00\rangle=\iint\frac{\rho_{0a}(\mathbf r)\rho_{0b}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\]

No permanent charge distribution appears here. Dispersion is a correlation between the electrons of A and those of B, and a mean-field treatment in which each molecule feels only the average density of the other does not contain it.

The denominator \(\omega_a+\omega_b\) ties the two molecules together, but an integral separates them. For positive \(x\ne y\), partial fractions and \(\int_0^\infty du/(x^2+u^2)=\pi/(2x)\) give

\[
\int_0^\infty\!\frac{xy\,du}{(x^2+u^2)(y^2+u^2)}
=\frac{xy}{y^2-x^2}\,\frac\pi2\left(\frac1x-\frac1y\right)
=\frac{\pi}{2(x+y)} ,
\]

and continuity covers \(x=y\). Multiplying by \(2/\pi\) and writing \(xy=\tfrac14(2x)(2y)\) gives

\[
\frac1{\omega_a+\omega_b}=\frac1{2\pi}\int_0^\infty\frac{2\omega_a}{\omega_a^2+u^2}\,\frac{2\omega_b}{\omega_b^2+u^2}\,du .
\]

Define for each molecule the response function at imaginary frequency,

\[
\Pi_A(\mathbf r,\mathbf r';iu)=\sum_{a\ne0}\frac{2\omega_a}{\omega_a^2+u^2}\,\rho_{0a}(\mathbf r)\rho_{0a}(\mathbf r').
\]

Inserting the squared Coulomb element then yields

\[
E_{\rm disp}=-\frac1{2\pi}\int_0^\infty\!du\int\!\frac{\Pi_A(\mathbf r_1,\mathbf r_2;iu)\,\Pi_B(\mathbf r_3,\mathbf r_4;iu)}{|\mathbf r_1-\mathbf r_3|\,|\mathbf r_2-\mathbf r_4|}\,d\mathbf r_1d\mathbf r_2d\mathbf r_3d\mathbf r_4 .
\]

At \(u=0\) the same function gives induction, \(E_{\rm ind}(A)=-\tfrac12\iint\Omega_B(\mathbf r)\Pi_A(\mathbf r,\mathbf r';0)\Omega_B(\mathbf r')\,d\mathbf r\,d\mathbf r'\), because its weight there is \(2/\omega_a\). Induction needs the static response of one molecule; dispersion needs the responses of both at all imaginary frequencies.

At large separation \(\Omega_B\) varies slowly across A. Its constant part drops out because \(\rho_{0a}\) integrates to zero. Its gradient equals the electric field \(\mathbf F\) of B, since the force on an electron is \(-\mathbf F=-\nabla\Omega_B\). With \(\mathbf d_a=\int\mathbf r\rho_{0a}\,d\mathbf r\), this gives \(v_a=\mathbf d_a\cdot\mathbf F\) and

\[
E_{\rm ind}(A)\to-\tfrac12\,\mathbf F^{T}\alpha_A(0)\mathbf F,\qquad
\alpha_A(iu)=\sum_{a\ne0}\frac{2\omega_a}{\omega_a^2+u^2}\,\mathbf d_a\mathbf d_a^{T}.
\]

If B is an ion of charge \(Q\), then \(F=|Q|/R^2\), and induction falls as \(R^{-4}\). If B is neutral with dipole \(\boldsymbol\mu_B\), then \(\mathbf F=T\boldsymbol\mu_B\) with \(T=(3\mathbf n\mathbf n^T-1)/R^3\), where \(\mathbf n\) is the unit vector along the line of centres, and induction falls as \(R^{-6}\).

For dispersion, measure \(\mathbf r\) from the centre of A and \(\mathbf s\) from that of B. The second-order Taylor term of \(1/|\mathbf R+\mathbf s-\mathbf r|\) is \(\tfrac12(\mathbf s-\mathbf r)^TT(\mathbf s-\mathbf r)\), because \(T\) is the matrix of second derivatives of \(1/R\). Terms that depend on \(\mathbf r\) alone or \(\mathbf s\) alone vanish on integration, which leaves \(\langle ab|V|00\rangle\to-\mathbf d_a^TT\mathbf d_b\) and

\[
E_{\rm disp}\to-\frac1{2\pi}\int_0^\infty{\rm Tr}\left[\alpha_A(iu)\,T\,\alpha_B(iu)\,T\right]du .
\]

For isotropic molecules \({\rm Tr}\,T^2=(4+1+1)/R^6\), so \(E_{\rm disp}=-C_6/R^6\) with \(C_6=(3/\pi)\int_0^\infty\alpha_A\alpha_B\,du\). Between neutral polar molecules both effects thus fall as \(R^{-6}\), and distance dependence alone cannot tell them apart. The formulas assume an instantaneous Coulomb interaction. For dispersion this requires \(R\) to be small compared with \(c_0/\omega\), where \(c_0\approx137\) is the speed of light.

For numbers, take two neutral model molecules with two electrons each and a bond length of 1.4 bohr. The nuclear charges are 1.3 and 0.7 in A, 1.2 and 0.8 in B. The midpoints are 10 bohr apart; the axis of A lies along the line between them, and that of B is tilted by 60°. Each nucleus carries three s Gaussians and each midpoint one set of p Gaussians, which makes nine orbitals and 45 singlet states per molecule. \(V\) does not act on spin, so singlets suffice. Of the \(45^2-1=2024\) excited product states, 44 have A excited, 44 have B excited and \(44^2=1936\) have both excited. All values belong to this small basis and are not converged. With the aug-cc-pVTZ hydrogen basis on the nuclei, the dipoles become 0.207 and 0.148 e bohr and the mean polarizabilities 4.61 and 4.94 bohr³. \(E_{\rm ind}(A)\), \(E_{\rm ind}(B)\) and \(E_{\rm disp}\) become \(-0.083\), \(-0.78\) and \(-11.6\) microhartree, so dispersion supplies 93 percent. The digits below serve to compare formulas within one basis.

The dipoles are 0.188 and 0.130 e bohr, and the mean polarizabilities 3.81 and 3.99 bohr³. The sums over states give, in microhartree,

\[
E_{\rm ind}(A)+E_{\rm ind}(B)+E_{\rm disp}=-0.0623-0.3903-8.7562=-9.2088 ,
\]

or \(-0.251\) meV, of which dispersion supplies 95.1 percent. This was tested against the lowest eigenvalue of \(H_0+\lambda V\) in the whole product space. The quotient \([E(\lambda)+E(-\lambda)-2E(0)]/(2\lambda^2)\) at \(\lambda=0.2\) is also \(-9.209\). Diagonalizing each molecule in the static field of the other reproduces the two induction energies, and the frequency integral reproduces the dispersion energy, to all printed digits.

The unequal induction energies can be followed by hand. A's dipole lies along the line of centres, so its field at B is \(2(0.1878)/10^3=3.76\times10^{-4}\). With the mean polarizability, \(-\tfrac12(3.99)(3.76\times10^{-4})^2\) is \(-0.28\) microhartree. The weaker, tilted dipole of B produces \((0.1296/10^3)\sqrt{1+3\cos^2 60^\circ}=1.71\times10^{-4}\) at A, and hence \(-0.056\) microhartree. The dipole formulas with full polarizability tensors give \(-0.262\) and \(-0.067\).

For dispersion, a rough estimate puts each molecule's whole polarizability at its lowest excitation energy, 0.540 or 0.538 hartree. With \(\alpha(iu)=\alpha\omega^2/(\omega^2+u^2)\), the integral identity gives

\[
C_6=\frac32\,\alpha_A\alpha_B\frac{\omega_A\omega_B}{\omega_A+\omega_B}\approx\frac32(15.2)(0.269)=6.1 ,
\]

or \(-6.1\) microhartree at 10 bohr, against \(-9.0\) from the full dipole formula. The fraction \(\omega_A\omega_B/(\omega_A+\omega_B)\) grows with either frequency, so moving all the polarizability down to the lowest excitation lowers the estimate. The estimate also ignores anisotropy.

In the small basis the dipole formula gives dispersion to within 3 percent of the full value at 10 bohr, but it misses a third of \(E_{\rm ind}(B)\). The close agreement for dispersion does not survive a larger basis: with aug-cc-pVTZ the full dispersion exceeds the dipole value by 10 percent, and the dipole formula misses nearly half of \(E_{\rm ind}(B)\). The next order of the multipole expansion changes each of these energies by a relative amount proportional to \(1/R\), since its matrix elements fall one power faster than those of the dipole formula. For induction it contains the field of the partner's quadrupole and the response to the gradient of the partner's dipole field. At 1000 bohr the ratio of full to dipole energy is 1.0042 for \(E_{\rm ind}(B)\). If the whole deviation is of that kind, it amounts to \(4.2\ \text{bohr}/R\), or 42 percent at 10 bohr; the actual excess over the dipole value is 49 percent. The next multipoles thus account for most of it. The other two ratios at 1000 bohr are 0.9989 for \(E_{\rm ind}(A)\) and 0.9996 for dispersion. That distance tests the limiting algebra and not a physical dispersion energy, because \(c_0/\omega\) is here about 250 bohr.

What the neglect of exchange costs is seen from a full configuration-interaction calculation, antisymmetric in all four electrons. Here the separate molecules and the perturbation energies also use the joint basis of both molecules, so that the basis is the same on both sides. The remainder is the full interaction energy minus \(E^{(1)}+E^{(2)}\); all energies are in microhartree.

| \(R\) (bohr) | Full | \(E^{(1)}\) | \(E^{(2)}\) | Remainder |
|---|---|---|---|---|
| 12 | −20.785 | −17.702 | −3.083 | 0.001 |
| 10 | −41.18 | −32.06 | −9.24 | 0.12 |
| 6 | −162.65 | −246.16 | −255.18 | 338.69 |

At 12 bohr the two orders account for the interaction almost completely. At 10 bohr the remainder is 1.3 percent of the second-order energy. In the separate bases, the third and higher orders without exchange amount to 0.0004 microhartree at this distance, and in the joint basis the third order is \(-0.003\). Antisymmetrizing the product of the two ground states raises the first-order energy by 0.119 microhartree, so exchange accounts for almost all of the remainder. At 6 bohr the remainder is positive and larger than \(E^{(2)}\) itself, and the sum of the two orders overstates the attraction threefold. In the joint basis, moreover, an electron of A can be excited into functions centred on B. Such excitations enter both induction and dispersion, so at overlap the values in a finite basis depend on whether the partner's functions are included. At 6 bohr induction is \(-35\) microhartree in the joint basis against \(-12\) in the separate bases, and dispersion is \(-220\) against \(-180\). The second-order expressions stand as coefficients of \(\lambda^2\), but they are then no longer a usable interaction energy.

Real metal-organic precursors are far larger than these models. Assume for illustration a polarizability of 100 bohr³, some 25 times the model's, and a distance of 12 bohr between the centres. Scaling the model's dispersion energy of \(-0.238\) meV by \(100^2/15.2\) and by \((10/12)^6\) gives about \(-50\) meV. This is only an order of magnitude, because it keeps the model's excitation energies, treats each molecule as a point although its size is comparable with the distance, and depends on the sixth power of that assumed distance. It may be set beside a thermal energy of about 34 meV at 400 K. At such a distance the ligands of the two molecules can touch, and exchange may then no longer be neglected. The model at 6 bohr shows that the correction can then be as large as the second-order energy. Expressions without exchange therefore describe the interaction between well-separated precursor molecules, while a binding energy at contact also needs the exchange terms. The numerical output for the model in the small basis follows.

## Table of computed values

```
Bond length: 1.4 bohr
Nuclear charges A, B: (1.3, 0.7) (1.2, 0.8) e
Tilt of B: 60 degrees
s exponents: (4.5, 0.7, 0.15) bohr^-2
p exponent at midpoint: 0.3 bohr^-2
Distance: 10.0 bohr
Orbitals per molecule: 9
Singlet states per molecule: 45
Dipole A: 0.1878 e bohr
Mean polarizability A: 3.8091 bohr^3
Lowest singlet excitation A: 0.5397 hartree
Dipole B: 0.1296 e bohr
Mean polarizability B: 3.9858 bohr^3
Lowest singlet excitation B: 0.5375 hartree
First-order energy: -31.9600 microhartree
Induction, A excited: -0.0623 microhartree
same from static field: -0.0623 microhartree
Induction, B excited: -0.3903 microhartree
same from static field: -0.3903 microhartree
Dispersion, both excited: -8.7562 microhartree
same from frequency integral: -8.7562 microhartree
Total second order: -9.2088 microhartree
same from curvature: -9.2088 microhartree
Third and higher orders, no exchange: 0.0004 microhartree
Induction total: -0.0123 meV
Dispersion: -0.2383 meV
Second order: -0.2506 meV
Dispersion share: 95.1 percent
Dipole formula, induction A: -0.0667 microhartree
Dipole formula, induction B: -0.2619 microhartree
Dipole formula, dispersion: -9.0012 microhartree
Full/dipole at 1000 bohr, induction A: 0.99887
Full/dipole at 1000 bohr, induction B: 1.00424
Full/dipole at 1000 bohr, dispersion: 0.99956
Joint basis, R=12 bohr, full CI interaction: -20.7848 microhartree
  first order: -17.7024 microhartree
  second order: -3.0831 microhartree
  remainder (exchange, higher orders): 0.0006 microhartree
Joint basis, R=10 bohr, full CI interaction: -41.1830 microhartree
  first order: -32.0622 microhartree
  second order: -9.2404 microhartree
  remainder (exchange, higher orders): 0.1197 microhartree
Joint basis, R=6 bohr, full CI interaction: -162.6483 microhartree
  first order: -246.1558 microhartree
  second order: -255.1841 microhartree
  remainder (exchange, higher orders): 338.6915 microhartree
```
